# Rescaling the bismuth specific difference with the nuclear moment: test program

```python
"""
Result under test: the specific difference of bismuth-209,
    D = dE(2s) - xi * dE(1s),    dE = E(F=5) - E(F=4),
is proportional to the nuclear moment mu, up to a tiny second-order term,
so D(mu_new) = (mu_new / mu_old) * D(mu_old).
xi   : ratio of the 2s and 1s corrections due to spread-out magnetization
G, F : large and small radial Dirac components (times r)
w(r) : magnetization factor, 1 for a point dipole
k_F  : angular factor within s1/2;  c_F : angular coupling of s1/2 to d3/2
Model: one electron, uniformly charged nucleus, no electron interaction, no QED.
Atomic units (Gaussian) inside, meV in the output.
"""
import numpy as np
from numpy.polynomial import legendre
from scipy import constants as const

C = 1.0 / const.fine_structure
MEV = 1000.0 * const.value("Hartree energy in eV")
BOHR_FM = const.value("Bohr radius") * 1e15
MU_N = 1.0 / (2.0 * C * const.value("proton-electron mass ratio"))
Z_BI, A_BI, SPIN = 83, 209, 4.5
MU_OLD, MU_NEW, D_GIVEN = 4.1106, 4.092, -61.32
RHO = MU_NEW / MU_OLD
R_FM = 1.2 * A_BI ** (1.0 / 3.0)
R_BI = R_FM / BOHR_FM


class Grid:
    """Piecewise polynomials in ln(r), collocated at Gauss points."""

    def __init__(self, charge, radius, n_in, n_out, p):
        self.charge, self.radius = charge, radius
        surface, end = np.log(radius), np.log(50.0 / charge)
        edges = np.concatenate([
            np.linspace(surface - np.log(1000.0), surface, n_in + 1),
            np.linspace(surface, end, n_out + 1)[1:]])
        nodes = -np.cos(np.pi * np.arange(p + 1) / p)
        z, wz = legendre.leggauss(p)
        to_coef = np.linalg.inv(legendre.legvander(nodes, p))
        value = legendre.legvander(z, p) @ to_coef
        slope = np.column_stack([legendre.Legendre.basis(k).deriv()(z)
                                 for k in range(p + 1)]) @ to_coef
        n = len(edges) - 1
        self.nq, self.nn = n * p, n * p + 1
        self.P = np.zeros((self.nq, self.nn))
        self.D = np.zeros((self.nq, self.nn))
        half = 0.5 * np.diff(edges)
        for i in range(n):
            rows, cols = slice(i * p, (i + 1) * p), slice(i * p, (i + 1) * p + 1)
            self.P[rows, cols] = value
            self.D[rows, cols] = slope / half[i]
        mid = 0.5 * (edges[1:] + edges[:-1])
        self.r = np.exp((mid[:, None] + half[:, None] * z).ravel())
        self.wt = (half[:, None] * wz).ravel() * self.r
        self.V = np.where(self.r < radius,
                          -charge * (3 - (self.r / radius) ** 2) / (2 * radius),
                          -charge / self.r)

    def values(self, y):
        """Component values at the Gauss points, order G1, F1, G2, F2."""
        return y.reshape(-1, self.nn) @ self.P.T

    def functional(self, y):
        """Vector n such that n @ x is the overlap of y and x."""
        return ((self.values(y) * self.wt) @ self.P).ravel()


def operators(grid, kappas, coupling=None, w=None):
    """Collocated L0, M and hyperfine L1 of (L0 + g*L1) y = E M y."""
    nq, nn, m = grid.nq, grid.nn, len(kappas)
    size = 2 * m * nn
    L0, M, L1 = (np.zeros((size, size)) for _ in range(3))
    r, P, D = grid.r[:, None], grid.P, grid.D
    V = grid.V[:, None]

    def row(j):
        return slice(j * nq, (j + 1) * nq)

    def col(j):
        return slice(j * nn, (j + 1) * nn)

    for a, kappa in enumerate(kappas):
        up, low = 2 * a, 2 * a + 1
        L0[row(up), col(up)] = r * V * P
        L0[row(up), col(low)] = C * (kappa * P - D)
        L0[row(low), col(up)] = C * (kappa * P + D)
        L0[row(low), col(low)] = r * (V - 2 * C**2) * P
        M[row(up), col(up)] = r * P
        M[row(low), col(low)] = r * P
        # regular solution at the inner end, no large component at the outer end
        bc = 2 * m * nq + 2 * a
        L0[bc, (low if kappa < 0 else up) * nn] = 1.0
        L0[bc + 1, up * nn + nn - 1] = 1.0
        if coupling is not None:
            for b in range(m):
                term = coupling[a, b] * (w[:, None] / r) * P
                L1[row(up), col(2 * b + 1)] = term
                L1[row(low), col(2 * b)] = term
    return L0, M, L1


def bordered_solve(A, My, n, rhs):
    """Change of state (orthogonal to the reference) and of energy."""
    full = np.zeros((len(A) + 1, len(A) + 1))
    full[:-1, :-1], full[:-1, -1], full[-1, :-1] = A, -My, n
    sol = np.linalg.solve(full, np.append(rhs, 0.0))
    return sol[:-1], sol[-1]


def newton(L, M, y, energy, n, steps):
    for _ in range(steps):
        A = L - energy * M
        dy, de = bordered_solve(A, M @ y, n, -A @ y)
        y, energy = y + dy, energy + de
    return y, energy


def point_level(charge, n):
    """Point-nucleus s1/2 energy, gamma, and apparent quantum number."""
    gamma, nr = np.sqrt(1 - (charge / C) ** 2), n - 1
    big_n = np.sqrt(nr**2 + 2 * nr * gamma + 1)
    return C**2 * ((gamma + nr) / big_n - 1), gamma, big_n


def s_state(grid, n):
    L, M, _ = operators(grid, [-1])
    guess = point_level(grid.charge, n)[0]
    y = np.ones(len(L))
    for _ in range(4):
        y = np.linalg.solve(L - guess * M, M @ y)
        y /= np.sqrt(grid.functional(y) @ y)
    y, energy = newton(L, M, y, guess, grid.functional(y), 5)
    y /= np.sqrt(grid.functional(y) @ y)
    assert abs(energy / guess - 1) < 0.01
    return y, energy


def dipole_integral(grid, y, w):
    G, F = grid.values(y)
    return 2 * np.sum(grid.wt * G * F * w / grid.r**2)


# --- solver against relativistic point-nucleus formulas ---
z_test = 30
light = Grid(z_test, 1e-6, 5, 28, 9)
solver_error = energy_error = 0.0
for n in (1, 2):
    y, energy = s_state(light, n)
    e_point, gamma, big_n = point_level(z_test, n)
    rel = (n**3 * (2 * (gamma + n - 1) + big_n)
           / (big_n**4 * gamma * (4 * gamma**2 - 1)))
    numeric = (dipole_integral(light, y, np.ones_like(light.r))
               / (-2 * z_test**3 / (n**3 * C)))
    solver_error = max(solver_error, abs(numeric / rel - 1))
    energy_error = max(energy_error, abs(energy / e_point - 1))
# tolerances cover the small but finite test nucleus
assert solver_error < 5e-4, solver_error
assert energy_error < 1e-6, energy_error

# --- angular factors from quadrature over the sphere ---
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
m_i = np.arange(SPIN, -SPIN - 1, -1)
raising = np.diag(np.sqrt(SPIN * (SPIN + 1) - m_i[1:] * (m_i[1:] + 1)), 1)
nuclear = [(raising + raising.T) / 2, (raising - raising.T) / 2j, np.diag(m_i)]
dim = 2 * len(m_i)
mean_op = np.zeros((dim, dim), complex)
mean_sq = np.zeros((dim, dim), complex)
for ct, cw in zip(*legendre.leggauss(5)):
    for phi in 2 * np.pi * np.arange(8) / 8:
        st = np.sqrt(1 - ct**2)
        n_vec = np.array([st * np.cos(phi), st * np.sin(phi), ct])
        sigma_n = np.einsum("i,ijk->jk", n_vec, pauli)
        op = sum(np.kron(n_vec[i] * sigma_n - pauli[i], nuclear[i])
                 for i in range(3)) / SPIN
        mean_op += cw / 16 * op
        mean_sq += cw / 16 * op @ op
sigma_dot_i = sum(np.kron(pauli[i], nuclear[i]) for i in range(3))
s_val, s_vec = np.linalg.eigh(sigma_dot_i)
angular = {}
for f_tot, col_f in ((4, 0), (5, -1)):
    v, s = s_vec[:, col_f], s_val[col_f]
    k_quad = (v.conj() @ mean_op @ v).real
    c2_quad = (v.conj() @ mean_sq @ v).real - k_quad**2
    k_formula = -2 * s / (3 * SPIN)
    c2_formula = (SPIN * (SPIN + 1) + s**2) / (3 * SPIN**2) - k_formula**2
    assert abs(k_quad - k_formula) < 1e-10
    assert abs(c2_quad - c2_formula) < 1e-10
    angular[f_tot] = (k_formula, np.sqrt(c2_formula))
K_DIFF = angular[5][0] - angular[4][0]


class Bismuth:
    def __init__(self, n_in, n_out, p):
        g = self.grid = Grid(Z_BI, R_BI, n_in, n_out, p)
        self.shapes = {
            "point": np.ones_like(g.r),
            "volume": np.where(g.r < R_BI, (g.r / R_BI) ** 3, 1.0),
            "surface": np.where(g.r < R_BI, 0.0, 1.0)}
        self.states = [s_state(g, 1), s_state(g, 2)]
        self.split = {name: np.array([
            K_DIFF * MU_OLD * MU_N * dipole_integral(g, y, w) * MEV
            for y, _ in self.states]) for name, w in self.shapes.items()}
        corr = {m: self.split["point"] - self.split[m]
                for m in ("volume", "surface")}
        self.xi = {m: corr[m][1] / corr[m][0] for m in corr}
        self.ops, self.second = {}, {}
        for f_tot, (k, c) in angular.items():
            # the d-d hyperfine block is left out: it first enters at third order
            K = np.array([[k, c], [c, 0.0]])
            self.ops[f_tot] = operators(g, [-1, 2], K, self.shapes["volume"])
            for i in (0, 1):
                self.second[i, f_tot] = self.perturb(i, f_tot, K)
        self.quad = np.array([(self.second[i, 5] - self.second[i, 4])
                              * (MU_OLD * MU_N) ** 2 * MEV for i in (0, 1)])

    def padded(self, i):
        y, energy = self.states[i]
        return np.concatenate([y, np.zeros_like(y)]), energy

    def perturb(self, i, f_tot, K):
        """Second-order energy coefficient from the perturbed wave equation."""
        g, w = self.grid, self.shapes["volume"]
        L0, M, L1 = self.ops[f_tot]
        y, energy = self.padded(i)
        dy, e1 = bordered_solve(L0 - energy * M, M @ y, g.functional(y), -L1 @ y)
        direct = K[0, 0] * dipole_integral(g, self.states[i][0], w)
        assert abs(e1 / direct - 1) < 1e-5, e1 / direct
        a, b = g.values(y), g.values(dy)
        density = sum(K[0, j] * (a[0] * b[2 * j + 1] + a[1] * b[2 * j])
                      for j in (0, 1))
        return np.sum(g.wt * density * w / g.r**2)

    def full_shift(self, i, f_tot, mu):
        """Level shift without perturbation theory."""
        L0, M, L1 = self.ops[f_tot]
        y, energy = self.padded(i)
        n = self.grid.functional(y)
        return newton(L0 + mu * MU_N * L1, M, y, energy, n, 4)[1] - energy


bi = Bismuth(5, 26, 9)
split, quad, xi = bi.split, bi.quad, bi.xi["volume"]


def specific(pair):
    return pair[1] - xi * pair[0]


d_volume, d_surface = specific(split["volume"]), specific(split["surface"])
q_specific = specific(quad)

# --- same results on a finer grid ---
fine = Bismuth(6, 30, 10)
d_fine = fine.split["volume"][1] - fine.xi["volume"] * fine.split["volume"][0]
q_fine = fine.quad[1] - fine.xi["volume"] * fine.quad[0]
assert abs(d_fine - d_volume) < 0.01, (d_fine, d_volume)
assert abs(q_fine - q_specific) < 0.01, (q_fine, q_specific)

# --- magnetization model: splittings move, the specific difference hardly ---
move = split["surface"] - split["volume"]
assert abs(move[0]) > 10.0
assert abs(d_surface - d_volume) < 0.01 * abs(move[1])

# --- second-order energy against the full shift at an enlarged moment ---
worst_second = 0.0
big_mu = 20 * MU_OLD
for i in (0, 1):
    for f_tot in (4, 5):
        even = 0.5 * (bi.full_shift(i, f_tot, big_mu)
                      + bi.full_shift(i, f_tot, -big_mu))
        ratio = even / (bi.second[i, f_tot] * (big_mu * MU_N) ** 2)
        worst_second = max(worst_second, abs(ratio - 1))
# fourth-order terms remain in the even part
assert worst_second < 0.01, worst_second


def specific_full(mu):
    return specific([(bi.full_shift(i, 5, mu) - bi.full_shift(i, 4, mu)) * MEV
                     for i in (0, 1)])


# --- proportionality without perturbation theory ---
full_old, full_new = specific_full(MU_OLD), specific_full(MU_NEW)
departure = full_new - RHO * full_old
assert abs(departure) < 0.005, departure
assert abs(full_new - full_old) > 10 * abs(departure)

# --- the requested replacement, and the effect of rounded inputs ---
d_new = D_GIVEN * RHO
assert round(d_new, 2) == -61.04
corners = [(D_GIVEN + a) * (MU_NEW + b) / MU_OLD
           for a in (-0.005, 0.005) for b in (-0.0005, 0.0005)]

print(f"old moment: {MU_OLD:.4f} nuclear magnetons")
print(f"new moment: {MU_NEW:.3f} nuclear magnetons")
print(f"moment ratio new/old: {RHO:.6f}")
print(f"relative change of moment: {100 * (RHO - 1):.4f} percent")
print(f"given specific difference: {D_GIVEN:.2f} meV")
print(f"rescaled specific difference: {d_new:.4f} meV")
print(f"change of specific difference: {d_new - D_GIVEN:.4f} meV")
print(f"range from input rounding: {min(corners):.4f} to {max(corners):.4f} meV")
print("One-electron model, old moment unless stated:")
print(f"nuclear radius: {R_FM:.3f} fm")
print(f"angular factor k, F=5: {angular[5][0]:.6f}")
print(f"angular factor k, F=4: {angular[4][0]:.6f}")
print(f"squared s-d coupling c^2, F=5: {angular[5][1]**2:.6f}")
print(f"squared s-d coupling c^2, F=4: {angular[4][1]**2:.6f}")
for name in ("point", "volume", "surface"):
    print(f"1s splitting, {name} magnetization: {split[name][0]:.3f} meV")
    print(f"2s splitting, {name} magnetization: {split[name][1]:.3f} meV")
print(f"xi from volume magnetization: {xi:.6f}")
print(f"xi from surface magnetization: {bi.xi['surface']:.6f}")
print(f"specific difference, volume: {d_volume:.4f} meV")
print(f"specific difference, surface, same xi: {d_surface:.4f} meV")
print(f"1s ratio, new moment+surface / old+volume: "
      f"{RHO * split['surface'][0] / split['volume'][0]:.6f}")
print(f"specific-difference ratio, same change: "
      f"{RHO * d_surface / d_volume:.6f}")
print(f"second-order part of 1s splitting: {quad[0]:.5f} meV")
print(f"second-order part of 2s splitting: {quad[1]:.5f} meV")
print(f"second-order part of specific difference: {q_specific:.5f} meV")
print(f"non-perturbative specific difference, old: {full_old:.4f} meV")
print(f"non-perturbative specific difference, new: {full_new:.4f} meV")
print(f"departure from proportionality, size: {abs(departure):.4f} meV")
print(f"predicted from second order: {RHO * (RHO - 1) * q_specific:.1e} meV")
print(f"hyperfine error against point-nucleus formula: {solver_error:.1e}")
print(f"energy error against point-nucleus formula: {energy_error:.1e}")
print(f"grid change of specific difference: {abs(d_fine - d_volume):.1e} meV")
print(f"second-order energy, largest relative error: {worst_second:.1e}")
print("tests ok")
```

Running it gives:

```
old moment: 4.1106 nuclear magnetons
new moment: 4.092 nuclear magnetons
moment ratio new/old: 0.995475
relative change of moment: -0.4525 percent
given specific difference: -61.32 meV
rescaled specific difference: -61.0425 meV
change of specific difference: 0.2775 meV
range from input rounding: -61.0550 to -61.0301 meV
One-electron model, old moment unless stated:
nuclear radius: 7.121 fm
angular factor k, F=5: -0.666667
angular factor k, F=4: 0.814815
squared s-d coupling c^2, F=5: 0.296296
squared s-d coupling c^2, F=4: 0.241427
1s splitting, point magnetization: 5188.698 meV
2s splitting, point magnetization: 844.336 meV
1s splitting, volume magnetization: 5081.441 meV
2s splitting, volume magnetization: 825.518 meV
1s splitting, surface magnetization: 5019.542 meV
2s splitting, surface magnetization: 814.660 meV
xi from volume magnetization: 0.175451
xi from surface magnetization: 0.175440
specific difference, volume: -66.0255 meV
specific difference, surface, same xi: -66.0236 meV
1s ratio, new moment+surface / old+volume: 0.983349
specific-difference ratio, same change: 0.995447
second-order part of 1s splitting: 0.13174 meV
second-order part of 2s splitting: 0.02211 meV
second-order part of specific difference: -0.00100 meV
non-perturbative specific difference, old: -66.0265 meV
non-perturbative specific difference, new: -65.7278 meV
departure from proportionality, size: 0.0000 meV
predicted from second order: 4.5e-06 meV
hyperfine error against point-nucleus formula: 7.7e-05
energy error against point-nucleus formula: 1.2e-09
grid change of specific difference: 1.8e-10 meV
second-order energy, largest relative error: 2.5e-05
tests ok
```
